# How a Uniform Quencher Steepens the Relative Acid Slope in Resist

At the nominal edge of a line exposed in a chemically amplified resist, the acid concentration changes by 3.87% per nanometre. After a uniform base quencher has neutralized part of the acid, the remaining acid changes by 6.60% per nanometre at the same place and the same dose. Yet the quencher has no gradient, and the absolute acid slope is $0.00140\ \mathrm{nm^{-4}}$ both before and after. The ratio of the two relative slopes, 1.71, has to come from something other than a sharper pattern.

## The example and its conventions

Let $H(x)$ be the number density of photoacid after exposure and $Q$ that of the quencher, both **before neutralization**. A prime means $d/dx$, with $x$ measured from the centre of the bright line. Going towards the dark side the acid falls, so $H'<0$; numerical slopes are quoted as magnitudes.

The dose is

$$E(x)=E_0\left[1+V\cos(2\pi x/p)\right],$$

with pitch $p=90$ nm, mean dose $E_0=15\ \mathrm{mJ/cm^2}$ and contrast $V=0.70$. At the nominal edge $x=p/4=22.5$ nm the cosine is zero, so $E=E_0$ and $E'=-2\pi VE_0/p$. The relative dose slope there is

$$L\equiv\frac{E'}{E}=-\frac{2\pi V}{p},\qquad |L|=0.0489\ \mathrm{nm^{-1}}.$$

Each acid generator is assumed to convert with first-order kinetics in dose. With generator density $G=0.10\ \mathrm{nm^{-3}}$ and exposure constant $C=0.03\ \mathrm{cm^2/mJ}$,

$$H=G(1-e^{-CE}),\qquad H'=GCE\,e^{-CE}\,\frac{E'}{E}.$$

Dividing the second by the first, and multiplying numerator and denominator by $e^{CE}$, gives

$$\frac{H'}{H}=\frac{CE}{e^{CE}-1}\,\frac{E'}{E}.$$

At the edge $CE=0.45$, so the prefactor is $0.45/0.568=0.792$ and $|H'/H|=0.792\times0.0489=0.0387\ \mathrm{nm^{-1}}$. The acid density is $H=0.0362\ \mathrm{nm^{-3}}$, and the quencher is $Q=0.015\ \mathrm{nm^{-3}}$.

## First derivation: counting molecules

Suppose one quencher molecule removes one acid molecule, irreversibly, and that the reaction finishes before either species moves far enough to alter its profile. Each event lowers both densities by the same amount, so their difference stays at $H-Q$. At completion one species is gone. If $H>Q$ it is the quencher, and the remaining acid is

$$N=H-Q.$$

If $H<Q$, no acid remains and its relative slope is undefined.

Differentiate where $H>Q$:

$$N'=H'-Q'.$$

For a uniform quencher $Q'=0$, hence $N'=H'$. Division by $N$, followed by multiplication and division by $H$, gives

$$\boxed{\frac{N'}{N}=\frac{H'}{H-Q}=\frac{H}{H-Q}\,\frac{H'}{H}}$$

The absolute slope is untouched. The same drop per nanometre is now compared with a smaller amount of acid. At the edge $N=0.0362-0.0150=0.0212\ \mathrm{nm^{-3}}$, the factor is $0.0362/0.0212=1.71$, and $1.71\times0.0387=0.0660\ \mathrm{nm^{-1}}$.

### Small quencher, and quencher nearly equal to acid

For $Q\ll H$ the factor is $1/(1-Q/H)\approx1+Q/H$: the fractional gain in slope equals the fraction of acid neutralized.

In the other limit, let $x_0$ be the position where $H=Q$, here 38.97 nm. Close to it $N\approx H'(x_0)(x-x_0)$, so $|N'/N|\approx1/|x-x_0|$, which diverges. At $x=36$ nm this estimate gives $1/2.97=0.34\ \mathrm{nm^{-1}}$; the full formula gives 0.39, with a factor of 6.5. The large number describes a vanishing concentration, $N=0.0027\ \mathrm{nm^{-3}}$, and not a steep absolute profile. Beyond $x_0$ the quencher is in excess: at 42 nm, $0.0018\ \mathrm{nm^{-3}}$ of it survives.

### What happens if the quencher is not uniform

Keeping $Q'$ in the derivative gives

$$\frac{N'}{N}=\frac{H'-Q'}{H-Q}=\frac{H}{H-Q}\left(1-\frac{Q'}{H'}\right)\frac{H'}{H}.$$

Take a quencher that light destroys with the same constant $C$, loaded so that the amount left at the edge is again $0.015\ \mathrm{nm^{-3}}$. Then $Q\propto e^{-CE}$ and $Q'=-CEQ\,L$, opposite in sign to $H'=0.792\,H\,L$. Therefore

$$\frac{Q'}{H'}=-\frac{0.45\times0.015}{0.792\times0.0362}=-0.235,$$

and the factor becomes $1.706\times1.235=2.11$. Here the absolute slope does increase, because less acid is neutralized on the bright side than on the dark side.

### What the larger relative slope does to an edge

Let the printed edge lie where $N$ equals a threshold, chosen with and without quencher so that the edge is at 22.5 nm in both cases. If the threshold then changes by a small fraction $\varepsilon$, the edge moves by $\delta x$ with $N'\delta x=\varepsilon N$, so

$$|\delta x|=\frac{\varepsilon}{|N'/N|}.$$

For a 1% change this is 0.258 nm without quencher and 0.151 nm with it. The shift is smaller by the factor 1.71.

A dose error behaves differently. Since $N$ depends on position through $E$ alone, a fixed threshold in $N$ is a fixed threshold in $E$. If the whole dose profile is multiplied by $1+\varepsilon$, the edge moves so that $E$ there keeps its value: $\varepsilon+L\,\delta x=0$, or $|\delta x|=\varepsilon/|L|$. For 1% this is 0.205 nm with or without quencher. This value holds without diffusion; after the 60 s bake treated below the shift is about 0.24 nm in final acid and 0.22 nm in time-integrated acid, again nearly the same with and without quencher. The acid's relative response to dose has been amplified by the same factor as its relative slope, and the two cancel.

### Holding the remaining acid fixed

The comparison so far holds the dose fixed and lets the acid drop. Suppose instead that the dose is raised to keep $N$ at the edge fixed. Write $h=H/G$ for the converted fraction. Then $e^{-CE}=1-h$ and $CE=-\ln(1-h)$, so

$$\left|\frac{N'}{N}\right|=\frac{|H'|}{N}=\frac{G|L|}{N}\left[-(1-h)\ln(1-h)\right].$$

Scaling the dose leaves $L$ unchanged. With $u=1-h$, the bracket is $-u\ln u$, whose derivative $-(\ln u+1)$ is positive for $u<1/e$ and negative for $u>1/e$. The maximum is at $u=1/e$, where the bracket equals $1/e$. Since $H=N+Q$, the best loading is

$$Q_{\rm best}=G(1-1/e)-N,$$

if this is positive. For $N=0.0212\ \mathrm{nm^{-3}}$ it is $0.0632-0.0212=0.0420\ \mathrm{nm^{-3}}$.

Without quencher, this $N$ needs $8.0\ \mathrm{mJ/cm^2}$ and has a slope of $0.0433\ \mathrm{nm^{-1}}$. With the example's quencher it needs 15 and has 0.0660, a gain of 1.53. At the best loading it needs $1/C=33.3$ and has 0.0847. Beyond that point depletion of the generator lowers $|H'/H|$ faster than the factor $H/N$ grows. This optimum concerns the slope alone, at fixed $N$ and fixed image contrast.

### Counting noise

Molecules are discrete, and quencher brings its own fluctuations. In a cell of volume $v$, let the initial numbers of acid and quencher be independent Poisson variables with means $Hv$ and $Qv$. If cells with more quencher than acid are rare, the remaining number has variance $(H+Q)v$ and mean slope $H'v$. The corresponding edge uncertainty is

$$\sigma_x=\frac{\sqrt{(H+Q)v}}{|H'|v}=\frac{1}{|H'|}\sqrt{\frac{H+Q}{v}}.$$

At fixed dose $H'$ is fixed, so quencher multiplies this noise by $\sqrt{1+Q/H}=1.19$. For a cube of side 10 nm, with 36 acids and 15 quenchers on average, $\sigma_x$ rises from 4.3 to 5.1 nm. Summing over the count distribution, with negative differences set to zero, also gives a ratio of 1.19. These values belong to one counting cell and are not predictions of line-edge roughness, which involves averaging along the edge and through the film.

## Second derivation: following the reaction in time

The counting argument gives the end state without saying how the slope reaches it. Let $H_t$ and $Q_t$ be the densities at time $t$ after neutralization begins, with initial values $H$ and $Q$. Without diffusion,

$$\frac{dH_t}{dt}=\frac{dQ_t}{dt}=-kH_tQ_t .$$

Subtraction shows that $\Delta=H_t-Q_t=H-Q$ is constant. Dividing the equation for $Q_t$ by $Q_t$ and the equation for $H_t$ by $H_t$, then subtracting the second from the first,

$$\frac{d}{dt}\ln\frac{Q_t}{H_t}=-kH_t+kQ_t=-k\Delta
\quad\Rightarrow\quad
\frac{Q_t}{H_t}=\frac{Q}{H}e^{-k\Delta t}.$$

Since $Q_t=H_t-\Delta$, the left side is $1-\Delta/H_t$. Solving for $H_t$,

$$H_t=\frac{H\Delta}{H-Qe^{-k\Delta t}} .$$

The relative slope follows from the logarithm,

$$\ln H_t=\ln H+\ln\Delta-\ln\left(H-Qe^{-k\Delta t}\right).$$

With $Q$ uniform, position enters through $H$ alone, and $\partial\Delta/\partial H=1$. The exponential also depends on $H$: the derivative of $-Qe^{-k\Delta t}$ is $+Qkt\,e^{-k\Delta t}$. Hence $H_t'/H_t=A(t)\,H'/H$ with

$$A(t)=H\frac{\partial\ln H_t}{\partial H}
=1+\frac{H}{\Delta}-\frac{H\left(1+Qkt\,e^{-k\Delta t}\right)}{H-Qe^{-k\Delta t}} .$$

At $t=0$ the last term is $H/\Delta$ and $A=1$. For $\Delta>0$ and $t\to\infty$, both $e^{-k\Delta t}$ and $t\,e^{-k\Delta t}$ vanish, the last term tends to 1, and

$$A\to\frac{H}{\Delta}=\frac{H}{H-Q},$$

which is the first result again.

### Why the slope lags behind the neutralization

The rate equation says $\partial_t\ln H_t=-kQ_t$. Differentiating with respect to $H$ and multiplying by $H$,

$$\frac{dA}{dt}=-kH\frac{\partial Q_t}{\partial H}.$$

At first the quencher is uniform, every place loses the same fraction of its acid per unit time, and the relative slope does not change. It begins to change once the quencher has been used up more where acid is plentiful. To leading order $Q_t\approx Q(1-kHt)$, so $\partial Q_t/\partial H\approx-Qkt$ and

$$A\approx1+\tfrac12k^2HQt^2 .$$

The growth continues at later times. From the ratio $Q_t/H_t$ above, with $H_t=Q_t+\Delta$ and $H=Q+\Delta$,

$$\frac1{Q_t}=\frac{(H/Q)e^{k\Delta t}-1}{\Delta}
=\frac{e^{k\Delta t}}{Q}+\frac{e^{k\Delta t}-1}{\Delta}.$$

For $\Delta>0$ both terms increase with $\Delta$, so $Q_t$ decreases with $H$ and $A$ rises steadily.

For numbers, take a 60 s bake with a rough acid diffusion length of 10 nm. Defining that length by $\ell^2=2Dt$ gives $D=100/120=0.83\ \mathrm{nm^2/s}$. If reaction follows whenever an acid comes within a rough capture radius $a=1$ nm of a fixed quencher, the steady diffusion-limited rate constant is $k=4\pi Da=10.5\ \mathrm{nm^3/s}$. The time scale at the edge is then $1/(kN)=4.5$ s.

With this constant $k$, after 2 s the acid has fallen from 0.0362 to $0.0289\ \mathrm{nm^{-3}}$, which uses about half the quencher, but $A$ is only 1.07. After 10 s it is 1.48, and after 60 s it is 1.71. The steady $k$ underestimates the early rate: a diffusion-limited rate constant starts higher, by the factor $1+a/\sqrt{\pi Dt}$, which is still 1.44 at 2 s. Including this factor raises $A$ to 1.18 at 2 s and 1.59 at 10 s, and leaves the value at 60 s unchanged. Closer to $x_0$ the approach is slower: at 36 nm, $1/(kN)=35$ s, and inserting the densities into $A(t)$ gives about 4.3 at 60 s, well short of 6.5. That value leaves out diffusion, which cannot be neglected there: in 35 s acid diffuses about 7.6 nm, further than the 2.6 nm over which the fully neutralized profile varies.

## What each derivation assumes

Both derivations assume one-to-one, irreversible reaction, a locally uniform quencher, and no change of the profiles by diffusion during neutralization. The counting argument needs completion but no rate law; any route to the same end state gives the same factor. The kinetic argument needs a specific rate law, here bimolecular with a uniform $k$, and in return does not need completion. It shows that completion requires $1/(kN)$ to be short compared with the bake time. Neglecting diffusion requires, as a second condition, that $1/(kN)$ also be short compared with the time in which diffusion alters the profile.

At the edge the second condition holds fairly well but not exactly: in 4.5 s acid diffuses $\sqrt{2\times0.83\times4.5}=2.7$ nm, while the remaining acid varies over a length of about $1/0.0660=15$ nm. Solving the reaction and diffusion equations together gives these gains at the edge, each relative to an unquenched film given the same bake:

| Case | Final acid | Time-integrated acid |
|---|---:|---:|
| Initial neutralization instantaneous, later reaction at finite rate, fixed quencher | 1.72 | 1.72 |
| Finite rate, fixed quencher | 1.69 | 1.56 |
| Finite rate, mobile quencher | 1.74 | 1.66 |

The time-integrated acid matters if deprotection is first order in acid. It includes the early seconds, when the slope has not yet steepened. The mobile quencher diffuses as fast as the acid, which also doubles $k$, so the last two rows do not separate mobility from rate.

The value 1.74 can be recovered by counting. When both species have the same $D$, the reaction term cancels from the equation for $H_t-Q_t$, which then simply diffuses. A uniform $Q$ is unaffected by diffusion, so once the quencher at the edge is used up, $N=\tilde H-Q$, where $\tilde H$ is the acid profile blurred without reaction. With $b=CE_0V=0.315$ and $\theta=2\pi x/p$, expansion to second order in $b$ gives

$$H\approx G\left[1-e^{-0.45}\left(1-b\cos\theta+\tfrac{b^2}{4}+\tfrac{b^2}{4}\cos2\theta\right)\right].$$

Diffusion multiplies the last term by $e^{-(4\pi/p)^2Dt}=0.377$. At the edge $\cos\theta=0$ and $\cos2\theta=-1$, so $\tilde H=0.1\,[1-0.6376(1+0.0248\times0.623)]=0.03525\ \mathrm{nm^{-3}}$, and $\tilde H/(\tilde H-Q)=1.74$. The law survives this kind of diffusion if $H$ is replaced by the blurred acid.

The parameters are round values meant to be roughly typical of 193 nm immersion resists; the capture radius is the least certain. In a real film neutralization and diffusion overlap during the bake, which in the two finite-rate cases of the table moves the gain from 1.71 to between 1.56 and 1.74. These values are not bounds, and they use the steady $k$; including the higher early rate raises the time-integrated gains from 1.56 to 1.60 with fixed quencher and from 1.66 to 1.68 with mobile quencher. A capture radius of 0.5 nm lowers the time-integrated gain with fixed quencher to 1.46, while a quencher that diffuses four times as fast as the acid raises the gain in final acid to 1.76. Diffusion also lowers the slopes themselves: the unquenched edge falls from 0.0387 to $0.0315\ \mathrm{nm^{-1}}$ in final acid. Absorption matters too. With an absorption coefficient of $1.2\ \mathrm{\mu m^{-1}}$, the dose at the bottom of a 100 nm film is $13.3\ \mathrm{mJ/cm^2}$, and the static factor at the same $x$ rises from 1.71 at the top to 1.84. Reversible neutralization, acid loss, standing waves and photon noise are left out of all these figures. The numerical output below lists the main values.

## Computed results

```
Pitch 90 nm, mean dose 15 mJ/cm2, contrast 0.70
C 0.030 cm2/mJ, generator 0.100 nm^-3, quencher 0.015 nm^-3
x nm | E mJ/cm2 | H nm^-3 | N nm^-3 | |dlnH/dx|, |dlnN/dx| nm^-1 | factor
15.0 | 20.250 | 0.04553 | 0.03053 | 0.02279, 0.03398 | 1.4913
22.5 | 15.000 | 0.03624 | 0.02124 | 0.03870, 0.06603 | 1.7063
30.0 | 9.750 | 0.02536 | 0.01036 | 0.05605, 0.13720 | 2.4478
36.0 | 6.505 | 0.01773 | 0.00273 | 0.05998, 0.38959 | 6.4953
Remaining acid vanishes at x = 38.97 nm
At x = 42 nm: H 0.01323, quencher left 0.00177 nm^-3
Edge x = 22.5 nm: |dlnE/dx| = 0.04887 nm^-1
Edge absolute acid slope |dH/dx| = 0.001402 nm^-4
Bake 60 s, diffusion length 10 nm, D = 0.8333 nm^2/s
Capture radius 1.0 nm, k = 10.472 nm^3/s, 1/(kN) = 4.50 s
No diffusion, t = 2 s: acid 0.02891 nm^-3, factor 1.0711
No diffusion, t = 10 s: acid 0.02223 nm^-3, factor 1.4815
No diffusion, t = 60 s: acid 0.02124 nm^-3, factor 1.7063
Light-destroyed quencher, same edge Q: factor 2.1077
Q 0.000 nm^-3: edge shift per 1% dose 0.2047 nm, per 1% threshold 0.2584 nm
Q 0.015 nm^-3: edge shift per 1% dose 0.2047 nm, per 1% threshold 0.1515 nm
Fixed N, no quencher: dose 7.958 mJ/cm2, slope 0.04327 nm^-1
Fixed N, best Q 0.04197 nm^-3: dose 33.333 mJ/cm2, slope 0.08465 nm^-1
Cube side 10 nm: mean acid 36.24, mean quencher 15.00 (counts)
Edge noise without, with quencher: 4.293, 5.104 nm
Noise ratio: counted 1.1890, sqrt(1+Q/H) 1.1891
After bake, edge slopes in nm^-1: final acid, time-integrated acid
No quencher: 0.03151, 0.03513
Instant, then fixed quencher: 0.05410, 0.06033; gains 1.717, 1.717
Finite rate, fixed quencher: 0.05329, 0.05497; gains 1.691, 1.565
Finite rate, mobile quencher: 0.05486, 0.05830; gains 1.741, 1.660
Film 100 nm, absorption 1.2 um^-1: bottom dose 13.304 mJ/cm2
Factor at edge: top 1.7063, bottom 1.8376
```
